\section*{Gate-Overdrive Scaling of the Saturation Current in a Ballistic Transistor, part 2}

A field-effect transistor has a channel that electrons cross without scattering. The problem is how its saturation current depends on gate voltage, and which corrections change the exponent.

The axis $x$ runs from source to drain. At the top of the barrier, one parabolic subband is occupied, with isotropic mass $m$, two spins and $g_v$ valleys. The elementary charge is $q>0$, $J$ is the current per width and $N$ the density per area. The filling $\eta$ is the source Fermi level $\mu_S$ minus the subband bottom there. The overdrive $V$ is the gate voltage measured from $\eta=0$. The insulator capacitance per area is $C_{\rm ins}$, the equilibrium quantum capacitance is $C_Q=q^2g_vm/(\pi\hbar^2)$, and $r=C_{\rm ins}/C_Q$.

In saturation at zero temperature, only right-moving states up to $\mu_S$ (wave vector $k_F$) are filled. With a classical barrier and no series resistance,
\begin{gather}
N=\frac{C_Q\eta}{2q^2},\qquad J=A\eta^{3/2},\qquad A=\frac{2qg_v\sqrt{2m}}{3\pi^2\hbar^2},\label{eq:r1}\\
V=\frac{\eta}{q}+\frac{qN}{C_{\rm ins}},\qquad \eta=qV\,\frac{2r}{1+2r}.\label{eq:r2}
\end{gather}
The gate balance was first written as
\begin{equation}
V=\frac{\eta}{q}+\frac{qN}{C_{\rm ins}} .
\label{eq:gate}
\end{equation}
With $E_x$ the energy of motion along $x$, measured from the barrier top, the mode count gives
\begin{align}
J&=\frac{2g_vq}{2\pi\hbar}\int_0^\eta\frac{\sqrt{2m(\eta-E_x)}}{\pi\hbar}\,dE_x\nonumber\\
&=\frac{qg_v\sqrt{2m}}{\pi^2\hbar^2}\,\frac23\,\eta^{3/2},
\label{eq:landauer}
\end{align}
Hence the local exponent $p=d\ln J/d\ln V$ is $3/2$ for constant $r$. The Fermi velocity is $v_F=\sqrt{2\eta/m}$.

The example of part (g) is a hard-wall silicon body of thickness $t=3$~nm between two gates, each with 0.8~nm equivalent oxide. Two valleys are occupied, with in-plane mass $0.19\,m_0$ and mass $0.92\,m_0$ across the body. At $V=0.25$~V:

- $C_{\rm ins}=8.63$ and $C_Q=25.4\ \mu{\rm F/cm^2}$, so $r=0.339$
- $\eta=0.101$~eV and $N=8.02\times10^{12}\ {\rm cm^{-2}}$
- $v_F=4.33\times10^7$~cm/s and $J=2.36$~mA/$\mu$m

The second subband lies 0.136~eV above the first and starts to fill at $V=0.337$~V. The lowest level of the other four ("primed") valleys lies 0.1745~eV above the first. A finite oxide barrier lowers these gaps to about 0.12 and 0.10~eV.

\subsection*{(h) Corrections that leave the exponent in place}

\emph{Show that the exponent survives (i) scattering with a transmission that does not depend on energy or gate voltage, and (ii), to first order, the finite depth of the electron charge in the body. Find the size of each effect in the example.}

\medskip
\emph{Solution.} (i) Let a fraction $\mathcal T$ of the electrons injected by the source reach the drain, and let the rest return through the top of the barrier, spread evenly over the left-moving states below $\mu_S$. These states are then filled to the fraction $1-\mathcal T$. The density is multiplied by $1+(1-\mathcal T)=2-\mathcal T$, and the net current by $1-(1-\mathcal T)=\mathcal T$. Equation \eqref{eq:r2} becomes $qV=\eta[1+(2-\mathcal T)/(2r)]$, and
\begin{equation}
J=\mathcal T A\left[\frac{2r\,qV}{2r+2-\mathcal T}\right]^{3/2}.
\label{eq:scatter}
\end{equation}
For constant $\mathcal T$ the exponent is still $3/2$.

To estimate $\mathcal T$, write $\mathcal T=\lambda/(\lambda+\ell)$, where $\ell$ is the length over which a scattered electron can still return to the source. The mean free path for backscattering, $\lambda$, follows from the requirement that a long conductor obey Ohm's law. With the equilibrium density of states $D=g_vm/(\pi\hbar^2)$ and the momentum relaxation time $\tau$, the sheet conductivity is $q^2Dv_F^2\tau/2$. The ballistic conductance per width is $q^2Dv_F/\pi$. For $\ell\gg\lambda$ the conductance is the ballistic one times $\lambda/\ell$, so $\lambda$ is the ratio of the two: $\lambda=\pi v_F\tau/2$. The time $\tau$ is the mobility times $m/q$. An assumed rough mobility of 200~cm$^2$/Vs, with the ballistic value of $v_F$ from part (g), gives $\lambda=14.7$~nm. With an assumed $\ell=5$~nm, $\mathcal T=14.7/19.7=0.746$. With this $\mathcal T$ for all electrons, the current falls to 1.43~mA/$\mu$m, 40\% below the ballistic value at the same overdrive. This understates the loss for the assumed mobility, because the saturated current is carried by all energies from 0 to $\eta$ and the slower electrons have a shorter $\lambda$. Taking $\lambda/(\lambda+\ell)$ energy by energy, with the same $\tau$ and $\ell$ and with the gate balance solved again, gives about 1.1~mA/$\mu$m, a little over 50\% below the ballistic value.

The exponent 3/2 belongs to a fixed $\mathcal T$. If $\tau$ and $\ell$ are fixed instead, $\lambda$ grows with $v_F$, and so $\mathcal T$ grows with $V$. Since \eqref{eq:scatter} increases with $\mathcal T$, the local exponent then exceeds $3/2$.

(ii) The electrons do not sit at the surface of the body. With $s=z/t$ measured across it, the lowest state has the probability density $(1-\cos2\pi s)/t$. The potential energy $U$ that the electrons create for one another obeys Poisson's equation,
\begin{equation}
\frac{d^2U}{dz^2}=-\frac{q^2N}{\varepsilon t}\,(1-\cos2\pi s),
\end{equation}
with $\varepsilon$ the permittivity of the body. By symmetry the two surfaces are at equal potential, and $U$ is measured from there. Setting $U=(q^2Nt/\varepsilon)\,u(s)$ and integrating twice with $u(0)=u(1)=0$ gives
\begin{equation}
u=\frac{s(1-s)}{2}+\frac{1-\cos2\pi s}{4\pi^2}.
\end{equation}
To first order the subband rises by the mean of $U$ in the unperturbed state, $\Delta E=(q^2Nt/\varepsilon)\,\kappa$, where $\kappa=\int_0^1(1-\cos2\pi s)\,u\,ds$. The two pieces are
\begin{align}
\int_0^1u\,ds&=\frac1{12}+\frac1{4\pi^2},\\
\int_0^1u\cos2\pi s\,ds&=-\frac1{4\pi^2}-\frac1{8\pi^2}=-\frac3{8\pi^2}.
\end{align}
In the second line, integration by parts gives $\int_0^1s(1-s)\cos2\pi s\,ds=-1/(2\pi^2)$, and the mean of $\cos^2$ is $1/2$. The difference is
\begin{equation}
\kappa=\frac1{12}+\frac5{8\pi^2}\approx0.147 .
\end{equation}
The gate must supply the extra voltage $\Delta E/q=qN/C_z$ with $C_z=\varepsilon/(\kappa t)$. This has the form of the insulator term in \eqref{eq:r2}. The depth of the charge thus acts as a constant capacitance in series with $C_{\rm ins}$, and the exponent is unchanged.

The effect on the prefactor is not small. With a relative permittivity of 11.7, $C_z=23.55\ \mu{\rm F/cm^2}$ and the series value is $6.32\ \mu{\rm F/cm^2}$. The current becomes 1.76~mA/$\mu$m, 26\% below the value without this effect. A self-consistent solution of the Schr\"odinger and Poisson equations in the hard-wall body also gives 1.76~mA/$\mu$m, with a local exponent of 1.505. The small excess over $3/2$ comes from the change in shape of the wave function with density, which the first-order treatment omits. In that solution $\eta=0.083$~eV and the second subband lies 0.127~eV above the first, so it stays empty. All of this is the Hartree part of the interaction alone. Exchange lowers the subband and is not linear in $N$. A rough local-density estimate of it cancels more than half of the shift, leaves the current about 11\% below the ideal value and gives a local exponent near 1.4.

\subsection*{(i) Corrections that change the exponent}

\emph{Find the local exponent $p$ when, one at a time, (i) the band is slightly nonparabolic, (ii) the temperature is finite but $k_BT\ll\eta$, and (iii) the source has a series resistance.}

\medskip
\emph{Solution.} (i) Let the energy above the subband bottom obey $E(1+\alpha E)=\hbar^2k^2/2m$. The density is proportional to $k_F^2$, so $N=(C_Q/2q^2)(\eta+\alpha\eta^2)$. In the current integral the speed is $(1/\hbar)\,dE/dk$, and $k\,(dE/dk)\,dk=k\,dE$. Hence
\begin{align}
J&=\frac{qg_v\sqrt{2m}}{\pi^2\hbar^2}\int_0^\eta\sqrt{E(1+\alpha E)}\,dE\nonumber\\
&\approx A\eta^{3/2}\left(1+\tfrac{3}{10}\alpha\eta\right),
\end{align}
where the square root was expanded as $\sqrt E\,(1+\alpha E/2)$. It follows that $d\ln J/d\ln\eta\approx\frac32+\frac3{10}\alpha\eta$. The gate balance is $qV=\eta+(\eta+\alpha\eta^2)/(2r)$, which gives $d\ln V/d\ln\eta\approx1+\alpha\eta/(1+2r)$. Dividing, to first order in $\alpha\eta$,
\begin{equation}
p\approx\frac32+\alpha\eta\left[\frac3{10}-\frac{3}{2(1+2r)}\right].
\end{equation}
The bracket is negative for $r<2$ and positive for $r>2$. Once the density of states depends on energy, the exponent does depend on the ratio of capacitances. For the example, with a rough $\alpha=0.5$~eV$^{-1}$, the formula gives $1.5-0.030=1.47$, and the full integral also gives 1.47. The current falls by 2.8\%.

(ii) At temperature $T$ the Fermi function is a superposition of sharp steps at energies $\epsilon$, with weight $-\partial f/\partial\epsilon$ centred on $\eta$. The current is the same superposition of $A\epsilon^{3/2}$. The weight has variance $\pi^2(k_BT)^2/3$, so an expansion to second order about $\eta$ gives
\begin{align}
J&\approx A\left[\eta^{3/2}+\frac12\,\frac{\pi^2(k_BT)^2}{3}\,\frac34\,\eta^{-1/2}\right]\nonumber\\
&=A\eta^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\eta}\right)^2\right].
\label{eq:sommerfeld}
\end{align}
The density is linear in $\epsilon$ and has no such correction. What remains is of relative order $(k_BT/\eta)\,e^{-\eta/k_BT}$. The overdrive $V$ is still counted from the zero-temperature threshold, so that \eqref{eq:gate} holds with the thermal density. Then $\eta$ stays nearly proportional to $V$, and
\begin{equation}
p\approx\frac32-\frac{\pi^2}{4}\left(\frac{k_BT}{\eta}\right)^2 .
\end{equation}
At 300~K, $k_BT=0.0259$~eV and $k_BT/\eta=0.256$. The estimates are a current higher by 8\% and $p\approx1.34$. The full Fermi integrals give $+8.2\%$ and $p=1.36$. The current rises because $\epsilon^{3/2}$ curves upward, and the exponent falls because this gain is relatively larger at small filling. Near and below threshold the expansion fails, since $\eta$ is then no longer large compared with $k_BT$. When the higher subbands are included at 300~K, with their anisotropic masses, the current is 5.5\% above the zero-temperature value. They hold part of the charge and so lower $\eta$. This figure rests on the hard-wall gaps. With gaps of about 0.12 and 0.10~eV, as a finite oxide barrier gives, the higher subbands hold over a third of the charge and the current lies 3 to 4\% below the zero-temperature value.

(iii) Let $R$ be the source resistance times the width. The overdrive that acts inside the device is $V_i=V-RJ$, and $J\propto V_i^{3/2}$. Taking differentials,
\begin{equation}
\frac{dJ}{J}=\frac32\,\frac{dV-R\,dJ}{V_i}.
\end{equation}
Collecting the terms in $dJ$ gives $(dJ/J)(V_i+\frac32RJ)=\frac32\,dV$. Since $V_i+\frac32RJ=V+\frac12RJ$,
\begin{equation}
p=\frac32\,\frac{V}{V+\frac12RJ}.
\end{equation}
With an assumed rough $R=100\ \Omega\,\mu$m and $V=0.25$~V, the self-consistent current is 1.05~mA/$\mu$m, 56\% below the ideal value. The drop $RJ$ is 0.105~V and $p=1.24$. Here $R$ is counted per width of the body. A value of $100\ \Omega\,\mu$m per gated face is half as large in these terms, removes 40\% of the current and gives $p=1.31$. For large $R$ the drop $RJ$ approaches $V$, the current approaches $V/R$, and the exponent tends to 1.

\subsection*{(j) The model beside real transistors}

\emph{Estimate the effects of source--drain tunnelling and of the drain on the threshold, and compare the example with real devices.}

\medskip
\emph{Solution.} Near its top the barrier is an inverted parabola, $-\frac12m\omega^2x^2$. Its transmission is $1/(1+e^{-2\pi E_x/\hbar\omega})$, a step smoothed like a Fermi function with $\hbar\omega/2\pi$ in place of $k_BT$. Put into the mode integral \eqref{eq:landauer} at fixed $\eta$, it gives the correction \eqref{eq:sommerfeld} with that replacement. For an assumed fall of 0.1~eV within 5~nm, $\hbar\omega=0.057$~eV, and for a parabola that extends far on both sides the current rises by about 1\%, at fixed $\eta$ or at fixed density. A steeper parabola gives more. The figure indicates a size only. The barrier here is no deeper than $\eta$, and its shape away from the top matters at the same order. With the same curvature at the top, the change at fixed $\eta$ is about $+3\%$ for a barrier $0.1~{\rm eV}/\cosh^2(x/5~{\rm nm})$ and about $-2\%$ for a parabola cut off flat at $\pm5$~nm.

A drain voltage that lowers the threshold by an assumed 50~mV per volt adds 5~mV of overdrive for each 0.1~V of drain voltage. The current then rises by $\frac32\times5/250=3.0\%$, so a real saturation curve is not flat. The law in $V$ refers to a threshold taken at fixed drain voltage.

A 3~nm body is thinner than is usual in manufactured silicon transistors, while an equivalent oxide of 0.8~nm is of the usual order. The field in the equivalent oxide is 1.9~MV/cm, well below the roughly 10~MV/cm at which good silicon dioxide breaks down. Leakage through the insulator has not been estimated. The ideal current of 2.36~mA/$\mu$m is counted per width of the body and is shared by two gated faces. Counted per gated face it is about half as large, which is of the order of 1~mA/$\mu$m, the rough size of on-currents in advanced silicon devices. Those are quoted at a larger overdrive, roughly 0.4 to 0.5~V, where the law would give 2.4 to 3.3~mA/$\mu$m per face and is outside its one-subband range. That agreement in order of magnitude does not support the ideal model, because real devices break its assumptions strongly. With the rough values used above, source resistance alone removes 40 to 56\% of the current, backscattering alone 40 to 55\% and the depth of the charge alone, with exchange left out, about 25\%. These reductions interact through the gate balance and may not be added. The numerical output lists each of them separately.

A measured exponent therefore needs care. It depends on where the threshold is placed: in the example at 300~K, a threshold taken 27~mV or more below the zero-temperature one raises the local exponent above $3/2$. A criterion of 10~$\mu$A/$\mu$m places it about 95~mV below and gives a local exponent near 1.9. With $V$ counted from the zero-temperature threshold, a value below $3/2$ may come from source resistance, from temperature or, for $r<2$, from nonparabolicity, and a value near $3/2$ does not prove ballistic transport, since \eqref{eq:scatter} has the same power.

\section*{Numbers as computed}
\begin{verbatim}
mass m_t, m_l: 0.19, 0.92 m0; valleys: 2
body thickness: 3.0 nm
equivalent oxide per gate: 0.8 nm
relative permittivity oxide, body: 3.9, 11.7
insulator capacitance, two gates: 8.63 uF/cm2
quantum capacitance: 25.43 uF/cm2
ratio C_ins/C_Q: 0.3394
overdrive: 0.250 V
eta / (q V): 0.4044
eta: 0.1011 eV
saturation drain voltage: 0.1011 V
voltage across insulator: 0.1489 V
sheet density: 8.023e+12 cm^-2
Fermi velocity: 4.326e+07 cm/s
injection velocity: 1.836e+07 cm/s
saturation current: 2.360 mA/um = 2360 A/m
current at half the overdrive: 0.834 mA/um
ratio of the two currents: 2.8284
current at half the saturation drain voltage: 1.317 mA/um
C_ins/C_Q 0.01: exponent 1.500000, prefactor/limit 0.00275
C_ins/C_Q 0.1: exponent 1.500000, prefactor/limit 0.06804
C_ins/C_Q 1: exponent 1.500000, prefactor/limit 0.54433
C_ins/C_Q 10: exponent 1.500000, prefactor/limit 0.92943
C_ins/C_Q 100: exponent 1.500000, prefactor/limit 0.99255
second subband above first: 0.1362 eV
primed subband above first: 0.1745 eV
overdrive filling second subband at T=0: 0.337 V
thermal energy at 300 K: 0.0259 eV
300 K, one subband: 2.553 mA/um, +8.2 %, exponent 1.355
300 K, four subband groups: 2.490 mA/um, +5.5 %
nonparabolicity 0.5 /eV: 2.293 mA/um, -2.8 %, exponent 1.472
charge-depth capacitance: 23.55 uF/cm2
series capacitance: 6.32 uF/cm2
charge depth, first order: 1.755 mA/um, -25.6 %
charge depth, full: 1.763 mA/um, -25.3 %, exponent 1.505
with charge depth: eta 0.0832 eV, subband gap 0.1268 eV
assumed barrier fall: 0.1 eV in 5 nm
barrier hbar*omega: 0.0566 eV
tunnelling, fixed density: 2.384 mA/um, +1.0 %
assumed mobility: 200 cm2/Vs; critical length: 5 nm
backscattering free path: 14.7 nm; transmission: 0.746
backscattering: 1.425 mA/um, -39.6 %, exponent 1.500
assumed source resistance: 100 ohm um
source resistance: 1.046 mA/um, -55.7 %, exponent 1.240
assumed threshold shift: 50 mV/V; drain rise: 0.1 V
threshold shift: 2.431 mA/um, +3.0 %
field in equivalent oxide: 1.86 MV/cm
\end{verbatim}
